\section*{Band slopes and curvatures from an interpolated Hamiltonian, including at degeneracies, part 1}

(Sections cited here and not found follow in the second part.)

\section{Band velocities and inverse masses from an interpolated Hamiltonian}

Apart from the anomalous (Berry-curvature) velocity that a force can add, an electron wave packet in band $n$ moves with the velocity $\nabla_{\mathbf k}E_n$ and responds to a force through the curvature $\partial_a\partial_bE_n$. When these derivatives are needed on a mesh denser than the one on which the electronic structure was computed, the Hamiltonian is interpolated. Subtracting interpolated energies at neighbouring points works where bands are well separated, but where two bands cross or nearly cross, the energy-sorted band has a kink or a sharp bend, and at an exact degeneracy it is not clear what the velocity of a state should mean. The interpolated matrix $H(\mathbf k)$, in contrast, is smooth everywhere, and the derivatives can be taken from it. Hartree atomic units are used: $k$ in bohr$^{-1}$, energies in Ha, slopes in Ha\,bohr, curvatures in $1/m_e$.

\subsection{The interpolated matrix and its derivatives}

Let $|\mu\mathbf R\rangle$ be orthonormal localized orbitals and $H_{\mu\nu}(\mathbf R)=\langle\mu\mathbf 0|H|\nu\mathbf R\rangle$, nonzero for finitely many lattice vectors $\mathbf R$, with $H(-\mathbf R)=H(\mathbf R)^\dagger$. Provided no two vectors with nonzero blocks differ by a period of the supercell that belongs to the mesh (otherwise their blocks are added together), the blocks follow from a coarse mesh of $N_q$ points as $H(\mathbf R)=N_q^{-1}\sum_{\mathbf q}e^{-i\mathbf q\cdot\mathbf R}H(\mathbf q)$. The right-hand side is periodic in $\mathbf R$ with the supercell, so it is used on one set of inequivalent vectors that contains all nonzero blocks; outside that set it returns copies. A finite sum can be differentiated term by term:
\begin{align}
H(\mathbf k)&=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),\qquad
H_a=\partial_aH=\sum_{\mathbf R}iR_a\,e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),\nonumber\\
H_{ab}&=\partial_a\partial_bH=-\sum_{\mathbf R}R_aR_b\,e^{i\mathbf k\cdot\mathbf R}H(\mathbf R).
\label{eq:H}
\end{align}
All three are Hermitian. Everything below concerns the eigenvalues of this matrix. An error in a distant block enters $H_a$ and $H_{ab}$ with weights $R$ and $R^2$, so exact derivatives of the interpolant are only as good as the interpolant. A nonorthogonal basis would add derivatives of the overlap matrix and is not treated.

\subsection{Nondegenerate bands}

Let $E_n$ be nondegenerate at $\mathbf k$, so that $E_n$ and a normalized $|n\rangle$ can be chosen differentiable nearby. Differentiating $(H-E_n)|n\rangle=0$ gives
\begin{equation}
(H_a-\partial_aE_n)|n\rangle+(H-E_n)|\partial_an\rangle=0 .
\label{eq:d1}
\end{equation}
Projection on $\langle n|$ removes the second term, because $\langle n|(H-E_n)=0$, and leaves the Hellmann--Feynman velocity
\begin{equation}
v_{n,a}=\partial_aE_n=\langle n|H_a|n\rangle .
\label{eq:v}
\end{equation}
Projection on $\langle m|$, $m\ne n$, removes $\partial_aE_n$ by orthogonality and gives $\langle m|H_a|n\rangle+(E_m-E_n)\langle m|\partial_an\rangle=0$, that is
\begin{equation}
\langle m|\partial_an\rangle=\frac{\langle m|H_a|n\rangle}{E_n-E_m}.
\label{eq:dn}
\end{equation}
The derivative of \eqref{eq:v} with respect to $k_b$ is $\langle n|H_{ab}|n\rangle+2\,\mathrm{Re}\langle n|H_a|\partial_bn\rangle$, since the term from the bra is the complex conjugate of the term from the ket. Insert a complete set of eigenstates. The term $m=n$ is $2v_{n,a}\mathrm{Re}\langle n|\partial_bn\rangle$, which vanishes because $\partial_b\langle n|n\rangle=0$. The others follow from \eqref{eq:dn}:
\begin{equation}
\Big(\frac1{m_n}\Big)_{ab}=\partial_a\partial_bE_n=\langle n|H_{ab}|n\rangle+2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle n|H_a|m\rangle\langle m|H_b|n\rangle}{E_n-E_m}.
\label{eq:mass}
\end{equation}
For $a=b$ the numerators are $|\langle m|H_a|n\rangle|^2\ge0$: bands below bend band $n$ upward and bands above bend it downward. In the sum over all $n$ the pair $(n,m)$ cancels the pair $(m,n)$, since the real part of the numerator is the same and the denominator changes sign, so $\sum_n(1/m_n)_{ab}=\mathrm{Tr}\,H_{ab}$.

The two terms of \eqref{eq:mass} have no separate meaning. If orbital centres $\boldsymbol\tau_\mu$ are put into the phases, $\mathbf R\to\mathbf R+\boldsymbol\tau_\nu-\boldsymbol\tau_\mu$, the matrix becomes $\tilde H=U^\dagger HU$ with $U=\mathrm{diag}(e^{i\mathbf k\cdot\boldsymbol\tau_\mu})$. Differentiating the extra phase gives $\tilde H_a=U^\dagger(H_a+i[H,\tau_a])U$, where $\tau_a$ is the diagonal matrix of centres. Since $\langle n|[H,\tau_a]|m\rangle=(E_n-E_m)\langle n|\tau_a|m\rangle$, the diagonal elements \eqref{eq:v} are unchanged and the off-diagonal ones change. The eigenvalues of $\tilde H$ and $H$ coincide, so the change of the interband term in \eqref{eq:mass} must be cancelled by the intraband term.

\subsection{Degenerate bands}

At a point $\mathbf k_0$ where $E_0$ is $d$-fold degenerate, \eqref{eq:dn} divides by zero and \eqref{eq:v} depends on an arbitrary choice of basis. The well-posed question is how the levels move on a line $\mathbf k_0+t\mathbf q$, $|\mathbf q|=1$. On it
\begin{equation}
H(t)=H_0+V(t),\qquad V=tH'+\tfrac12t^2H''+O(t^3),
\label{eq:line}
\end{equation}
with $H'=q_aH_a$ and $H''=q_aq_bH_{ab}$ at $\mathbf k_0$ (repeated indices summed). Let $P$ project on the degenerate subspace and $Q=1-P$; both commute with $H_0$, so $QHP=QVP$. The $Q$ part of $H\psi=E\psi$ reads $(E-QHQ)Q\psi=QVP\psi$. By Weyl's inequality (adding a Hermitian matrix moves each ordered eigenvalue by at most its norm) the levels of interest obey $|E-E_0|\le\|V\|=O(t)$, while the spectrum of $QHQ$ stays a finite distance from $E_0$. The matrix $E-QHQ$ can therefore be inverted on the $Q$ space, and the $P$ part becomes the exact $d\times d$ equation
\begin{equation}
\big[E_0+PVP+PVQ\,(E-QHQ)^{-1}QVP\big]P\psi=E\,P\psi .
\label{eq:schur}
\end{equation}
The last term carries two factors $V=O(t)$, so to order $t^2$ the inverse may be replaced by its value at $t=0$, $G=\sum_{m\notin P}|m\rangle\langle m|/(E_0-E_m)$. Set $E=E_0+t\lambda$, subtract $E_0$ and divide by $t$:
\begin{align}
&\big[A+\tfrac12tB+O(t^2)\big]\phi=\lambda\phi,\label{eq:K}\\
&A=PH'P,\qquad B=P\,[H''+2H'GH']\,P .\label{eq:AB}
\end{align}
The remainder is Hermitian and depends on $\lambda$ with a derivative of order $t^2$ (two factors $V$, one factor $t$ from $E$, divided by $t$). For each ordered eigenvalue of the bracket, \eqref{eq:K} is then a fixed-point equation with one solution, which accounts for all $d$ levels, and by Weyl's inequality $\lambda$ equals an eigenvalue of $A+\frac12tB$ up to $O(t^2)$.

This matrix is a perturbation problem of the same form. Let $s$ be an eigenvalue of $A$ with projector $P_s$. Repeating the elimination \eqref{eq:schur} with $A$, $\frac12tB$, $P_s$ in place of $H_0$, $V$, $P$ gives the effective matrix $s+\frac12tP_sBP_s$, plus a term of size $t^2|B_{ss'}|^2/[4(s-s')]$ from other slopes $s'$. Hence
\begin{equation}
E(t)=E_0+s\,t+\tfrac12c\,t^2+O(t^3),\qquad s\in\mathrm{spec}\,A,\quad c\in\mathrm{spec}\,(P_sBP_s).
\label{eq:branch}
\end{equation}
The sign of $t$ was never used, so a pair $(s,c)$ labels a branch that passes through the degeneracy with slope $s$ and curvature $c$. If all slopes differ, $c$ is the diagonal element of $B$ in the eigenbasis of $A$, and elements of $B$ between different slopes first act at order $t^3$; diagonalizing $B$ over the whole of $P$ is then wrong unless those elements vanish. If $A$ is a multiple of $P$, the whole of $B$ must be diagonalized. For $d=1$, \eqref{eq:branch} is \eqref{eq:mass} contracted with $q_aq_b$. The two eliminations assume that $\|V\|$ is small against the distance to the other bands and that $|t|\,|B_{ss'}|\ll|s-s'|$; for the quadratic form \eqref{eq:branch} to be accurate, the higher Taylor terms of $H(t)$ dropped in \eqref{eq:line} must be small as well. When $s$ is a simple eigenvalue of $A$, the implicit function theorem applied to \eqref{eq:K} makes the branch and its eigenvector analytic in $t$.

A set of velocity vectors valid for every $\mathbf q$ with fixed states requires one basis that diagonalizes $q_aPH_aP$ for all $\mathbf q$, hence commuting $PH_aP$. Take $d=2$ in two dimensions, with $PH_xP=\mathrm{diag}(s_1,s_2)$ and $PH_yP$ purely off-diagonal with modulus $w$, and define $\bar s=(s_1+s_2)/2$, $v=(s_2-s_1)/2>0$. For $\mathbf q=(\cos\varphi,\sin\varphi)$, $A$ has half trace $\bar s\cos\varphi$, diagonal half difference $v\cos\varphi$ and off-diagonal modulus $w|\sin\varphi|$, so
\begin{equation}
s_\pm(\varphi)=\bar s\cos\varphi\pm\sqrt{v^2\cos^2\varphi+w^2\sin^2\varphi}.
\label{eq:cone}
\end{equation}
This tilted cone is not linear in $\mathbf q$ unless $vw=0$, which is the condition for the commutator, with off-diagonal elements of modulus $2vw$, to vanish.

Close to such a point \eqref{eq:mass} holds again. Along $\mathbf q$ it joins \eqref{eq:branch}: by \eqref{eq:dn} the term coupling the two branches equals $2(E_n-E_m)|\langle m|\partial_tn\rangle|^2$, which is $O(t)$ because the eigenvector is analytic. Across the line it diverges. At $\mathbf k_0+t\hat{\mathbf x}$, $t>0$, the gap is $(s_2-s_1)t$ while the matrix element of $H_y$ tends to $w$, so
\begin{equation}
(1/m_\pm)_{yy}=\pm\frac{2w^2}{(s_2-s_1)\,t}+O(1).
\label{eq:trans}
\end{equation}
No mass tensor exists at the tip of the cone.

\subsection{A three-band model}

Take $s$, $p_x$, $p_y$ orbitals on a square lattice, with $C_x=\cos k_xa$, $S_x=\sin k_xa$ and likewise for $y$:
\begin{align}
H_{ss}&=\varepsilon_s+2t_{ss}(C_x+C_y), & H_{sx}&=2it_{sp}S_x,\nonumber\\
H_{xx}&=\varepsilon_p+2t_\sigma C_x+2t_\pi C_y, & H_{sy}&=2it_{sp}S_y,\nonumber\\
H_{yy}&=\varepsilon_p+2t_\pi C_x+2t_\sigma C_y, & H_{xy}&=-4t_{xy}S_xS_y .
\label{eq:model}
\end{align}
In \eqref{eq:model} and in the crossing condition below the subscripts are orbitals; derivative matrices appear only between states or projectors. The round parameters are $a=5$, $\varepsilon_s=0.20$, $\varepsilon_p=0$, $t_{ss}=-0.06$, $t_\sigma=0.05$, $t_\pi=-0.01$, $t_{sp}=0.03$, $t_{xy}=0.02$. A $5\times5$ mesh recovers $H(\mathbf R)$ exactly, since the hopping reaches one cell in each direction. The numerical check compares \eqref{eq:v}, \eqref{eq:mass} and \eqref{eq:branch}, built from \eqref{eq:H}, with differences of 60-digit eigenvalues of \eqref{eq:model} at step $10^{-15}$; six digits are quoted so that the agreement can be seen.

\paragraph{Generic point.} At $\mathbf k=(0.15,0.25)$ the levels are $-0.053816$, $0.098339$, $0.113596$. For the lowest band the $xx$ element of \eqref{eq:mass} is $1.663705-2.237158=-0.573453$, equal to the reference: without the interband term even the sign would be wrong. Moving the $s$ centre to $(a/2,a/2)$ turns the sum into $2.032017-2.605470$, with the same total. The three $xx$ curvatures $-0.573453$, $-1.086830$, $2.391971$ add to the trace of the second-derivative matrix, $0.73169$. With $yy$ and $xy$ elements $-0.494858$ and $-0.302158$ the principal masses of the lowest band are $-1.19\,m_e$ and $-4.36\,m_e$, and $v_x=-0.243018$ is $-5.32\times10^5$ m/s.

\paragraph{Crossing on $k_y=0$.} On this line $p_y$, odd under the mirror $y\to-y$, decouples. Its level $H_{yy}$ is also an eigenvalue of the $s$--$p_x$ block when $(H_{yy}-H_{ss})(H_{yy}-H_{xx})=|H_{sx}|^2$. With the parameters this is $(0.02+0.10C_x)\,0.12(1-C_x)=0.0036(1-C_x^2)$. Dividing by $0.12(1-C_x)$ gives $0.02+0.10C_x=0.03+0.03C_x$, so $C_x=1/7$, $S_x=0.989743$, $k_0=0.285490$, $E_0=0.10-0.02/7=0.097143$; the third band lies at $-0.04$. For the hybrid $u=\alpha|s\rangle+\beta|p_x\rangle$ and $H_{sx}=ig$, $g>0$, the two rows of the block give $\beta/\alpha=-i(E_0-H_{ss})/g=-ig/(E_0-H_{xx})$. The product of the two moduli is $|\beta/\alpha|^2=(0.24/7)/(0.72/7)=1/3$, so $\alpha=\sqrt3/2$, $\beta=-i/2$. The mirror makes $PH_xP$ diagonal and $PH_yP$ off-diagonal in the basis $(p_y,u)$, as assumed in \eqref{eq:cone}, and differentiating \eqref{eq:model} gives
\begin{align}
s_1&=-2t_\pi aS_x=0.098974,\nonumber\\
s_2&=-2aS_x\big(\tfrac34t_{ss}+\tfrac14t_\sigma\big)+2\,\mathrm{Re}(\alpha^*\,2it_{sp}aC_x\,\beta)\nonumber\\
&=0.321667+0.037115=0.358782,\nonumber\\
w&=|\alpha^*\,2it_{sp}a-\beta^*\,4t_{xy}aS_x|=0.259808-0.197949=0.061859,
\label{eq:slopes}
\end{align}
so $\bar s=0.228878$, $v=0.129904$, and the slopes are $2.17\times10^5$ and $7.85\times10^5$ m/s. The $p_y$ branch has no interband term along $x$, so $c_1=-2t_\pi a^2C_x=0.071429$, a mass of $14.0\,m_e$; the hybrid has $c_2=1.899554$, or $0.526\,m_e$.

Band slopes and curvatures now follow from the interpolated matrix both for nondegenerate bands and along lines through a degeneracy, and the three-band model has given their values along $x$ at the crossing on $k_y=0$. Still to come are other directions through that crossing, the doublet at $\Gamma$, a test with partly equal slopes, and the comparison with finite differences of sorted bands, including round-off and the choice of degeneracy thresholds.
